\section*{A Perpendicular Field Gaps ABC but Not Ideal ABA Trilayer Graphene}

\section*{The belief and the model}

\textbf{Q.} A perpendicular field gaps bilayer graphene because it puts the two layers at different potentials. A trilayer has three different potentials, so the field must gap it too, whatever the stacking. Is that not enough?

\textbf{A.} No. Different potentials open a gap only if they separate the states that lie at zero energy. Which states those are depends on how the vertical bonds are arranged, so we need the bonds.

Layer $j$ has sublattices $A_j$ and $B_j$. Near the corner $K$ of the Brillouin zone, let $\mathbf k$ be the wave vector measured from $K$, and write
\begin{equation}
z=\hbar v(k_x+ik_y)=q\,e^{i\phi},\qquad q=\hbar v|\mathbf k| .
\end{equation}
So $q$ is an energy. Within a layer $\langle A_j|H|B_j\rangle=z^*$. Vertically adjacent atoms are coupled by $\gamma_1$:
\begin{align}
\text{ABA:}&\quad B_1\!-\!A_2,\quad A_2\!-\!B_3, &
\text{ABC:}&\quad B_1\!-\!A_2,\quad B_2\!-\!A_3 .
\end{align}
A uniform field $F$ between layers a distance $d$ apart gives the electron energies $(\Delta,0,-\Delta)$ on layers 1, 2, 3, with $\Delta=eFd$; I take $\Delta>0$. This is a one-electron model with two hoppings, the in-plane one (contained in $v$) and $\gamma_1$. The weaker hoppings come later.

\section*{What the field mixes}

\textbf{Q.} What does ABA look like before the field is applied?

\textbf{A.} It has a mirror plane through the middle layer. Form
\begin{equation}
a_\pm=\frac{A_1\pm A_3}{\sqrt2},\qquad b_\pm=\frac{B_1\pm B_3}{\sqrt2}.
\end{equation}
The odd states $a_-,b_-$ do not couple to the middle layer, because the contributions from layers 1 and 3 cancel. They keep $\langle a_-|H|b_-\rangle=z^*$ and give linear bands $E=\pm q$. For the even states the contributions add, $\langle A_2|H|b_+\rangle=2\gamma_1/\sqrt2=\sqrt2\,\gamma_1$. The even states $a_+,b_+,A_2,B_2$ thus form a bilayer with coupling $\sqrt2\gamma_1$, whose low bands are $E\simeq\pm q^2/(\sqrt2\gamma_1)$ for $q\ll\gamma_1$.

The potential is odd under the mirror, so it connects opposite parities:
\begin{equation}
\langle a_+|U|a_-\rangle=\tfrac12[\Delta-(-\Delta)]=\Delta,\qquad \langle b_+|U|b_-\rangle=\Delta .
\end{equation}
It therefore hybridises the linear and the parabolic bands.

\textbf{Q.} Hybridised bands repel each other. Surely that produces the gap?

\textbf{A.} Sort the six states into $(A_2,a_+,b_-)$ and $(B_2,a_-,b_+)$. No matrix element acts inside either group, so
\begin{equation}
H=\begin{pmatrix}0&D\\D^\dagger&0\end{pmatrix},\qquad
D=\begin{pmatrix}z^*&0&\sqrt2\gamma_1\\0&\Delta&z^*\\0&z&\Delta\end{pmatrix}.
\end{equation}
Changing the sign of one group turns $H$ into $-H$. Levels therefore come in pairs $\pm E$, and the middle pair meets at $E=0$ wherever $\det D=0$. Expanding along the first column,
\begin{equation}
\det D=z^*(\Delta^2-z^*z)=z^*(\Delta^2-q^2).
\label{eq:det}
\end{equation}
This vanishes at $K$ and on the whole ring $q=\Delta$. A stronger field widens the ring but does not remove it.

\textbf{Q.} Are the states on the ring really mixed, or has the field left some old band untouched?

\textbf{A.} They are mixed. A null state $(y_1,y_2,y_3)$ of the first group obeys $y^\dagger D=0$. The first column gives $y_1=0$; the second gives $y_2^*\Delta+y_3^*z=0$, so $|y_2|=|y_3|$ when $q=\Delta$. The state is half even $a_+$ and half odd $b_-$.

A null state $(x_1,x_2,x_3)$ of the second group obeys $Dx=0$:
\begin{equation}
x_3=-\frac{z^*}{\sqrt2\gamma_1}x_1,\qquad x_2=-\frac{z^*}{\Delta}x_3 .
\end{equation}
Hence $|x_2|^2=|x_3|^2=s|x_1|^2$ with $s=\Delta^2/(2\gamma_1^2)$. This state lies mostly on $B_2$, in the middle layer, where the potential is zero.

\section*{The two stackings side by side}

\textbf{Q.} Then why should ABC behave differently? It has the same number of vertical bonds.

\textbf{A.} In ABA the two vertical bonds share the atom $A_2$; in ABC they share no atom. To see the consequence, compute $P(E)=\det(E-H)$. In both stackings the six sites and five bonds form a graph without closed loops. The permutations that contribute to the determinant then leave a site alone or swap two bonded sites. Each swap gives minus the squared modulus of the hopping, so the phase $\phi$ drops out.

Take the three layers separately first:
\begin{equation}
F_1=(E-\Delta)^2-q^2,\quad M=E^2-q^2,\quad F_3=(E+\Delta)^2-q^2 .
\end{equation}
Using one vertical bond removes its two end sites and leaves their in-plane partners. Hence
\begin{equation}
P_{ABA}=F_1MF_3-\gamma_1^2(E-\Delta)E\,F_3-\gamma_1^2F_1E(E+\Delta).
\end{equation}
The two vertical bonds of ABA cannot be used together, since $A_2$ can be swapped only once. In ABC they can, and what remains is $A_1$ and $B_3$:
\begin{equation}
P_{ABC}=P_{ABA}+\gamma_1^4(E^2-\Delta^2).
\label{eq:contrast}
\end{equation}
The derivation needs only the modulus of the in-plane hopping, so the result holds over the whole zone of the two-hopping lattice if $q$ is replaced by that modulus.

Now expand, with $\lambda=E^2$. The two products needed are
\begin{align}
F_1F_3&=(\lambda-\Delta^2)^2-2q^2(\lambda+\Delta^2)+q^4,\\
(E-\Delta)F_3+(E+\Delta)F_1&=2E(\lambda-\Delta^2-q^2).
\end{align}
Collecting powers of $\lambda$ gives $P_{ABA}=\lambda^3-c_1\lambda^2+c_2\lambda-c_3$ with
\begin{align}
c_1&=3q^2+2\gamma_1^2+2\Delta^2,\nonumber\\
c_2&=3q^4+2\gamma_1^2(q^2+\Delta^2)+\Delta^4,\\
c_3&=q^2(q^2-\Delta^2)^2 .\nonumber
\end{align}
By \eqref{eq:contrast}, ABC has $c_2+\gamma_1^4$ in place of $c_2$, and
\begin{equation}
c_3^{ABC}=q^2(q^2-\Delta^2)^2+\gamma_1^4\Delta^2>0 .
\end{equation}
No ABC level can sit at $E=0$ when $\Delta\ne0$. Levels again come in pairs $\pm E$, so at every $q$ three lie below zero and three above. Since $1/\lambda_{\min}\le\sum_i1/\lambda_i=c_2^{ABC}/c_3^{ABC}$, the lowest $\lambda$ is at least $c_3^{ABC}/c_2^{ABC}$. This ratio is positive and grows at large $q$, so the gap is global.

At $K$ the reason is plain. The low-energy sites of ABC are $A_1$ and $B_3$, which have no vertical bond and lie in opposite outer layers. The field puts them at $+\Delta$ and $-\Delta$.

\textbf{Q.} So the ABC gap is $2\Delta$?

\textbf{A.} That is the splitting at $K$, and the smallest splitting lies elsewhere. Take $\Delta\ll\gamma_1$ and $q^2$ of order $\gamma_1\Delta$. Then $\lambda\simeq c_3^{ABC}/c_2^{ABC}$, because the term $c_1\lambda^2$ changes $\lambda$ only by a relative amount of order $(\Delta/\gamma_1)^2$. To first relative order in $\Delta/\gamma_1$,
\begin{equation}
\lambda\simeq\Delta^2\left(1-\frac{2q^2}{\gamma_1^2}\right)+\frac{q^6}{\gamma_1^4}.
\end{equation}
Setting the derivative with respect to $q^2$ to zero gives $3q^4/\gamma_1^4=2\Delta^2/\gamma_1^2$, or $q^2=\sqrt{2/3}\,\gamma_1\Delta$. At this point $q^6/\gamma_1^4=\tfrac23\Delta^2q^2/\gamma_1^2$, so
\begin{equation}
\lambda_{\min}\simeq\Delta^2\left(1-\frac43\sqrt{\frac23}\,\frac{\Delta}{\gamma_1}\right),\qquad
E_g\simeq2\Delta\left(1-\frac23\sqrt{\frac23}\,\frac{\Delta}{\gamma_1}\right).
\label{eq:gap}
\end{equation}

\section*{How metallic is biased ABA?}

\textbf{Q.} Bands that merely touch might hold very few states. Does the ring matter?

\textbf{A.} Near $E=0$ the ABA level is $\lambda\simeq c_3/c_2$. At the ring $c_2=4\Delta^2(\gamma_1^2+\Delta^2)$ and $c_3\simeq4\Delta^4(q-\Delta)^2$, so
\begin{equation}
|E|\simeq\frac{\Delta}{\sqrt{\gamma_1^2+\Delta^2}}\,|q-\Delta| .
\end{equation}
A small energy $E$ is reached on two circles, just inside and just outside the ring. Each contributes $4k/(2\pi\,|dE/dk|)$ to the density of states, the 4 counting spin and valley. With $k=\Delta/\hbar v$ the factor $\Delta$ cancels:
\begin{equation}
g_\Delta=\frac{4\sqrt{\gamma_1^2+\Delta^2}}{\pi(\hbar v)^2},\qquad
g_0=\frac{\sqrt2\,\gamma_1}{\pi(\hbar v)^2}.
\end{equation}
The second value is for zero field. It follows from the parabolic band, which holds $k^2/\pi=\sqrt2\gamma_1E/[\pi(\hbar v)^2]$ states below $E$. In this model the field raises the density of states at neutrality.

The limit $\Delta\to0$ is not a real jump. For $\Delta\ll\gamma_1$ the bands inside the ring reach only about $0.24\,\Delta^2/\gamma_1$, which is 1.6 meV for the numbers below, and $g_\Delta$ holds only well below that energy. This window closes as the field is removed.

\section*{Numbers for a gated trilayer}

\textbf{Q.} Put numbers in.

\textbf{A.} I take rough graphene values: in-plane hopping $\gamma_0=3.1$ eV, $\gamma_1=0.38$ eV, lattice constant 0.246 nm, $d=0.335$ nm. Then $\hbar v=\tfrac{\sqrt3}{2}(0.246)(3.1)=0.660$ eV nm. Let the field between the layers, after screening, be 1.5 MV/cm, which is 0.15 V/nm. Then $\Delta=0.15\times0.335$ eV $=50.25$ meV.

For ABA the ring radius is $0.05025/0.660=0.076$ nm$^{-1}$, and the slope there is 0.13 of the monolayer slope. The density of states at $E=0$ is $1.12\times10^{14}$ eV$^{-1}$cm$^{-2}$, against $3.9\times10^{13}$ without field.

For ABC, \eqref{eq:gap} gives $100.5\,(1-0.544\times0.05025/0.38)=93.3$ meV. Numerical diagonalisation of the same model gives 91.8 meV, with the gap edge at 0.205 nm$^{-1}$.

\section*{What weaker couplings do}

\textbf{Q.} A whole ring of touching points looks fragile. Does it survive in a less ideal model?

\textbf{A.} The ring does not, but some touching can. Add the skew hopping $\gamma_3$, which in ABA joins $B_2$ to $A_1$ and $A_3$ with element $\langle A_1|H|B_2\rangle=r_3z$, where $r_3=\gamma_3/\gamma_0$. It puts $\sqrt2r_3z$ in the row $a_+$, column $B_2$ of $D$, so
\begin{equation}
\det D=z^*(\Delta^2-q^2)+2\gamma_1r_3z^2 .
\end{equation}
Apart from $q=0$, a zero needs $\Delta^2-q^2+2\gamma_1r_3q\,e^{3i\phi}=0$. The exponential must be real, and the positive roots are
\begin{equation}
q=\sqrt{\gamma_1^2r_3^2+\Delta^2}\pm\gamma_1r_3\qquad\text{for } e^{3i\phi}=\pm1 .
\end{equation}
Three outer and three inner points replace the ring. With $\gamma_3=0.3$ eV they lie at 0.150 and 0.039 nm$^{-1}$.

Something must remain. On a large circle $\det D\simeq-z^*q^2$, whose phase turns once backwards. If $\det D$ vanished nowhere inside, the circle could be shrunk to a point and the phase could not turn. So there is a touching point as long as the two-group form of $H$ holds and $-z^*q^2$ dominates at large $q$.

\textbf{Q.} And if the two-group form fails?

\textbf{A.} Then the touching points can split. The terms responsible are $\gamma_2/2$ between $A_1$ and $A_3$; $\gamma_5/2$ between $B_1$ and $B_3$; an extra energy $\delta$ on the vertically bonded atoms; $\gamma_4$, with $\langle B_2|H|B_{1,3}\rangle=-(\gamma_4/\gamma_0)z$ and a similar coupling of $A_2$ to $A_{1,3}$; and an energy $u$ of the middle layer alone. None connects the two groups, so each null state on the unwarped ring shifts separately, to first order:
\begin{align}
E_+&=\tfrac12\left(\tfrac{\gamma_2}{2}+\delta-\tfrac{\gamma_5}{2}\right),\\
E_-&=\frac{1}{1+2s}\left[u+\frac{2\gamma_4}{\gamma_0}\frac{\Delta^2}{\gamma_1}+s\left(\delta+\tfrac{\gamma_5}{2}-\tfrac{\gamma_2}{2}\right)\right].
\end{align}
The first is the average over $a_+$ and $b_-$. In the second, $u$ acts on $B_2$, $\gamma_4$ acts between $B_2$ and $b_+$, and the last bracket comes from the weights $s$ on $a_-$ and $b_+$.

With rough values $\gamma_2=-20$, $\gamma_4=100$, $\gamma_5=40$, $\delta=40$ meV and $u=0$, these levels are 5.0 and 1.0 meV. They show the mechanism but are not the band edges of the full model, because $\gamma_3$ moves the touching points off the ring and changes the mixture. At the outer points the same first-order estimate gives $E_+\approx-2$ and $E_-\approx3.6$ meV, so the order is reversed; at the inner points it gives $E_+\approx14$ and $E_-\approx0.3$ meV. The gap at $\Delta=50$ meV runs from a valence top of 0.5 meV near the inner points to a conduction bottom of 3.4 meV near the outer points. I then diagonalised the model with all hoppings on a grid around $K$ with steps of 0.25 meV in $q$. In ABC, $\gamma_2/2$ joins $A_1$ and $B_3$, $\gamma_5$ is absent, $\langle A_1|H|B_2\rangle=\langle A_2|H|B_3\rangle=r_3z$, and $\delta$ sits on $B_1,A_2,B_2,A_3$. The table gives the bottom of the upper middle band minus the top of the lower one; a negative value would be an overlap.

\begin{center}
\begin{tabular}{rrr}
$\Delta$ (meV) & ABA (meV) & ABC (meV)\\
0 & $-0.2$ & 0.0\\
25.1 & 1.9 & 36.5\\
50.3 & 2.9 & 76.5\\
100.5 & 4.9 & 140.1
\end{tabular}
\end{center}

A finite grid can only overestimate this difference, so the small negative ABA entry at zero field is a true overlap in the model. The bands are numbered in order of energy at each $\mathbf k$, so this entry is not the 10 meV overlap of odd and even bands described below. The ABC entry there is zero within the grid resolution. Refining the grid lowers the last ABC entry to 140.0 and leaves the others unchanged to the digits shown. The ABC column depends on a sign. Reversing $\gamma_3$ only turns the ABA bands around $K$, but in ABC the relative sign of $\gamma_2$ and $\gamma_3$ matters: with the opposite sign the three ABC gaps are 44.0, 85.6 and 153.6 meV.

\textbf{Q.} I had heard that ABA keeps a band overlap. Your table shows a small gap.

\textbf{A.} It does, for these parameters. At zero field there is an overlap between bands of different parity. At $K$ the odd pair sits at $-\gamma_2/2=10$ meV and $\delta-\gamma_5/2=20$ meV, while $B_2$, the edge of the even conduction band, sits at 0. The linear valence band thus starts 10 meV above the parabolic conduction band, and the mirror lets them cross. The field removes the mirror, and the crossing can open. I have not shown that other parameters restore an overlap under bias.

What holds here is a limit on the size. A global gap cannot exceed the splitting at any one point. At $K$ and $\Delta=50$ meV the middle levels are $B_2$ and a state close to $b_-$, split by 20 meV, nearly $\delta-\gamma_5/2$; a middle-layer energy changes this to nearly $\delta-\gamma_5/2-u$. The few meV in the table are set by weak couplings. Their growth with field is not a rule: with these parameters the ABA value falls back to about 2.5 meV at $\Delta=200$ meV, and with other common parameter sets it already falls between 50 and 100 meV.

\textbf{Q.} Does the middle-layer energy $u$ matter?

\textbf{A.} Yes, and it limits the claim. With the two main hoppings and $u=10$ meV, ABA has a gap of 9.7 meV. With all hoppings the separation is 1.4 meV for $u=+10$ meV and 3.5 meV for $u=-10$ meV. The gapless result needs a potential that is odd about the middle layer. Opposite gates on a neutral trilayer provide it in the two-hopping model: the symmetry $E\to-E$ pairs filled with empty states of equal middle-layer weight, so that layer stays neutral and the potential drop is linear. With all hoppings this symmetry is lost and the middle layer carries some charge, so $u=0$ in the table is an assumption.

\section*{Beside a real device}

\textbf{Q.} Could the ABC gap serve in a transistor?

\textbf{A.} Consider a trilayer between two gates insulated by hexagonal boron nitride, with the same $\Delta=50$ meV in both stackings. Summing the filled states up to $q=3$ eV gives the charge on layer 1: $8.5\times10^{11}$ electrons per cm$^2$ missing in ABA and $2.4\times10^{12}$ in ABC. With a round interlayer permittivity of 2, the external field is $2\times1.5$ MV/cm plus the screening field of this charge: 4.5 MV/cm for ABA and 7.4 MV/cm for ABC. These values depend slightly on the cutoff: a sum over the whole lattice zone gives $9.0\times10^{11}$ and $2.5\times10^{12}$ cm$^{-2}$, and raises both fields by about 0.1 MV/cm. They are also zero-temperature values: at 300 K the same $\Delta$ needs 4.8 MV/cm in ABA and 6.8 MV/cm in ABC. Equal $\Delta$ is not equal gating; at the 4.5 MV/cm that suffices for ABA, cold ABC reaches only $\Delta\approx26$ meV and a gap of about 50 meV. Dividing by a rough permittivity of 3.5 leaves 1.3 and 2.1 MV/cm in the insulator. That is a strong gate field, but below 5 MV/cm, which I assume as a working limit for the insulator. Gate-induced gaps of very roughly 0.1 eV are known in ABC trilayers, the same size as here. Real samples break the two-hopping assumption, and the weaker hoppings lower the computed ABC gap from 92 meV to 76 meV with the signs used here, or to 86 meV with the opposite relative sign of $\gamma_2$ and $\gamma_3$. They also have disorder and electron interactions, which I have not estimated.

Temperature is the harder limit. In the neutral two-hopping model the thermal electron density at 300 K is $9.6\times10^{11}$ cm$^{-2}$ in ABA and $6.1\times10^{11}$ cm$^{-2}$ in ABC, a ratio of only 1.6. At 77 K the values are $3.0\times10^{11}$ and $2.3\times10^{9}$ cm$^{-2}$, a ratio near 130. With all hoppings the ABC value at 77 K is about $3.2\times10^{9}$ cm$^{-2}$. This is 1.4 times larger, less than the threefold rise that the factor $e^{-E_g/2k_BT}$ alone would suggest. The ABA/ABC ratio becomes about 70 at 77 K (about 80 with the opposite sign of $\gamma_3$) and 1.5 at 300 K. At this bias the ABC gap suppresses carriers well in the cold and poorly at room temperature.
